# The Diamagnetic Energy of a Dirac Electron from Negative-Energy States, part 1

(Sections cited here and not found follow in the second part.)

## First half: the second-order energy and its limit

Atomic units are used, with electron charge $-1$. The vector potential is scaled so that the kinetic momentum is $\mathbf p+\mathbf A$. One electron in a static potential $V(\mathbf r)$ and a static, real vector potential $\mathbf A(\mathbf r)$ has the Dirac operator

$$h=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V=h_0+W,\qquad W=c\,\boldsymbol\alpha\cdot\mathbf A .$$

In the standard representation

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \psi=\begin{pmatrix}\psi_L\\ \psi_S\end{pmatrix}.$$

The labels $L$ and $S$ stand for the large and small components of an electron state. The operator $h$ contains $\mathbf A$ to the first power only.

### (a) What must be recovered?

*Eliminate the small component for large $c$ and find the part of the resulting two-component Hamiltonian that is quadratic in $\mathbf A$.*

**Solution.** Write $\boldsymbol\pi=\mathbf p+\mathbf A$ and $E=c^2+\varepsilon$. The two rows of $h\psi=E\psi$ are

$$c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\psi_S+V\psi_L=\varepsilon\psi_L,\qquad c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\psi_L=(2c^2+\varepsilon-V)\psi_S .$$

When $2c^2$ dominates the last bracket, $\psi_S\approx\boldsymbol\sigma\cdot\boldsymbol\pi\,\psi_L/(2c)$. Inserting this in the first row gives the Pauli Hamiltonian

$$H_P=\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V=\tfrac12p^2+V+\tfrac12\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}+\tfrac12A^2 .$$

The braces denote the anticommutator. The squares follow from $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$: the antisymmetric part drops out because the components of $\mathbf p$ commute among themselves, and so do those of $\mathbf A$.

The quadratic part is $\tfrac12A^2$, the diamagnetic term. In first-order perturbation theory it raises the energy by $\tfrac12\langle A^2\rangle$. The Dirac operator has no such term, so first-order theory with $h$ cannot produce this energy. Any energy quadratic in $\mathbf A$ has to come from the second order in $W$.

### (b) The two parts of the second-order energy

*Let $\psi$ be the lowest positive-energy state of $h_0$. Split its second-order energy by the sign of the intermediate energies. What is the sign of the negative-energy part, and does filling the negative-energy states change it?*

**Solution.** Assume that the spectrum of $h_0$ consists of a negative part with $E_n\le-c^2$ and a positive part with $E_m\ge E=c^2+\varepsilon$. This holds for an electron bound to a point nucleus of moderate charge. The state $\psi$ is normalized. If its level is degenerate, assume that a symmetry shared by $h_0$ and $W$ separates $\psi$ from its partners, as the angular momentum about the field axis does for a spin doublet. Then the nondegenerate formula applies:

$$E^{(2)}=S_++S_-,\qquad S_\pm=\sum_{n\in\pm}\frac{|\langle n|W|\psi\rangle|^2}{E-E_n}.$$

The sum $S_+$ leaves out the level of $\psi$ itself. Sums over continuous parts of the spectrum are integrals.

For a negative-energy state $E-E_n\ge 2c^2+\varepsilon$, which is positive. Therefore $S_-\ge0$: these states push the electron level up. The states in $S_+$ lie above $\psi$, so $S_+\le0$.

In hole theory the negative-energy states are occupied, and the electron cannot make a transition into them. Consider independent electrons. The second-order energy of the filled sea alone is

$$E_{\rm sea}=\sum_{n\in-}\ \sum_{m\in+}\frac{|\langle m|W|n\rangle|^2}{E_n-E_m},$$

because transitions between two occupied states cancel in pairs. This double sum diverges at high momenta, so a cutoff is understood. Only its change on adding an electron is used here, and that change is finite for potentials that meet the regularity conditions of (e). An added electron in $\psi$ blocks the terms with $m=\psi$. This blocking changes the energy by minus the blocked terms,

$$-\sum_{n\in-}\frac{|\langle\psi|W|n\rangle|^2}{E_n-E}=+\sum_{n\in-}\frac{|\langle n|W|\psi\rangle|^2}{E-E_n}=S_- .$$

The value and the sign are those of the negative-energy part in the one-electron formula. The electron's own transitions to the empty positive-energy states add $S_+$, so the total change is again $S_++S_-$. Only the interpretation of $S_-$ differs: this part is positive because the electron blocks vacuum fluctuations that had lowered the energy.

### (c) An estimate by closure

*Replace every denominator in $S_-$ by $2c^2$, and extend the sum to all states. What results?*

**Solution.** Define the vector

$$\chi=\boldsymbol\alpha\cdot\mathbf A\,\psi=\begin{pmatrix}\boldsymbol\sigma\cdot\mathbf A\,\psi_S\\ \boldsymbol\sigma\cdot\mathbf A\,\psi_L\end{pmatrix},\qquad \langle n|W|\psi\rangle=c\,\langle n|\chi\rangle .$$

With both replacements, completeness gives

$$S_-\approx\frac{c^2}{2c^2}\sum_{\text{all }n}|\langle n|\chi\rangle|^2=\tfrac12\langle\chi|\chi\rangle .$$

The matrix $\boldsymbol\alpha\cdot\mathbf A$ is Hermitian, and

$$(\boldsymbol\alpha\cdot\mathbf A)^2=\begin{pmatrix}(\boldsymbol\sigma\cdot\mathbf A)^2&0\\0&(\boldsymbol\sigma\cdot\mathbf A)^2\end{pmatrix}=A^2 .$$

Hence $\langle\chi|\chi\rangle=\langle\psi|A^2|\psi\rangle$, with no approximation, and

$$S_-\approx\tfrac12\langle\psi|A^2|\psi\rangle .$$

The factor $c^2$ from the two matrix elements cancels the $c^2$ in the denominator. This is why states about $2c^2$ away contribute at the same order as ordinary nonrelativistic effects.

The extension of the sum is plausible because $\boldsymbol\alpha$ exchanges the two components. It turns a state that is mostly upper into a vector that is mostly lower, and such a vector lies mostly in the negative-energy space. Neither replacement has yet been justified.

### (d) The error of each replacement

*Find an identity, without approximation, that separates the error of the extended sum from the error of the constant denominator.*

**Solution.** Let $P_+$ project on the positive-energy states, including $\psi$. Write the true denominator as

$$E-E_n=2c^2+\Delta_n .$$

Simple algebra gives

$$\frac{c^2}{2c^2+\Delta_n}=\frac12\,\frac{(2c^2+\Delta_n)-\Delta_n}{2c^2+\Delta_n}=\frac12-\frac12\,\frac{\Delta_n}{2c^2+\Delta_n}.$$

Multiply by $|\langle n|\chi\rangle|^2$ and sum over the negative-energy states. Completeness supplies

$$\sum_{n\in-}|\langle n|\chi\rangle|^2=\|\chi\|^2-\|P_+\chi\|^2=\langle A^2\rangle-\|P_+\chi\|^2,$$

and therefore

$$S_-=\tfrac12\langle A^2\rangle-\tfrac12\|P_+\chi\|^2-\tfrac12\sum_{n\in-}|\langle n|\chi\rangle|^2\frac{\Delta_n}{2c^2+\Delta_n}.\tag{1}$$

The second term is the error of closing over all states. The third is the error of the constant denominator. The expectation value in (1) is taken in the four-component state $\psi$.

### (e) Proof of the limit

*Show that both errors are of order $c^{-2}$, and state the conditions used.*

**Solution.** The limit is $c\to\infty$ with $V$ and $\mathbf A$ fixed. Assume that $V\le0$, that $\varepsilon$ stays bounded, and that $\chi$ lies in the domain of $h_0$. The second row in (a), taken at $\mathbf A=0$, reads

$$\psi_S=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L}{2c^2+\varepsilon-V}.$$

Since $-V\ge0$, the denominator is at least $2c^2+\varepsilon$. The small component is thus of order $1/c$ when $\boldsymbol\sigma\cdot\mathbf p\,\psi_L$ is bounded. The regularity needed from $\mathbf A$ is that the norms of

$$\boldsymbol\sigma\cdot\mathbf A\,\psi_L,\qquad V\boldsymbol\sigma\cdot\mathbf A\,\psi_L,\qquad \boldsymbol\sigma\cdot\mathbf p\;\boldsymbol\sigma\cdot\mathbf A\,\psi_L$$

stay bounded, and that the same three norms with $\psi_S$ in place of $\psi_L$ are $O(1/c)$.

Now define $\eta=(h_0+c^2)\chi$. The shift by $c^2$ removes the rest energy from the lower row, where $\chi$ is large:

$$\eta=\begin{pmatrix}2c^2+V&c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p&V\end{pmatrix}\begin{pmatrix}\boldsymbol\sigma\cdot\mathbf A\,\psi_S\\ \boldsymbol\sigma\cdot\mathbf A\,\psi_L\end{pmatrix}.$$

In the upper row, $2c^2$ multiplies a vector of order $1/c$, and $c$ multiplies a bounded vector, so $\eta_L=O(c)$. In the lower row, $c$ multiplies a vector of order $1/c$, and the term with $V$ is bounded, so $\eta_S=O(1)$. Consequently

$$\|\eta\|=O(c),\qquad \langle\chi|\eta\rangle=O(1/c)\,O(c)+O(1)\,O(1)=O(1).$$

*Closure error.* For a positive-energy state $m$, the Hermiticity of $h_0$ gives $\langle m|\eta\rangle=(E_m+c^2)\langle m|\chi\rangle$. Since $E_m+c^2\ge2c^2+\varepsilon$,

$$\|P_+\chi\|\le\frac{\|\eta\|}{2c^2+\varepsilon}=O(1/c),\qquad \|P_+\chi\|^2=O(c^{-2}).$$

*Denominator error.* For a negative-energy state put $T_n=-(E_n+c^2)\ge0$. Then

$$\Delta_n=c^2+\varepsilon-E_n-2c^2=\varepsilon+T_n .$$

The denominators obey $2c^2+\Delta_n\ge2c^2+\varepsilon$. The last sum in (1) is therefore bounded in magnitude by

$$\frac{|\varepsilon|\,\|\chi\|^2+\sum_{n\in-}T_n|\langle n|\chi\rangle|^2}{2c^2+\varepsilon}.$$

The energies $T_n$ have no upper limit, so the sum in the numerator needs its own bound. The expectation value of $h_0+c^2$ in $\chi$ is

$$\langle\chi|\eta\rangle=\sum_{m\in+}(E_m+c^2)|\langle m|\chi\rangle|^2-\sum_{n\in-}T_n|\langle n|\chi\rangle|^2 .$$

Solve for the negative-energy sum, and express $\langle m|\chi\rangle$ through $\langle m|\eta\rangle$:

$$\sum_{n\in-}T_n|\langle n|\chi\rangle|^2=-\langle\chi|\eta\rangle+\sum_{m\in+}\frac{|\langle m|\eta\rangle|^2}{E_m+c^2}\le|\langle\chi|\eta\rangle|+\frac{\|\eta\|^2}{2c^2+\varepsilon}.$$

Both terms on the right are $O(1)$, the second because $\|\eta\|^2=O(c^2)$. Division by $2c^2+\varepsilon$ makes the denominator error $O(c^{-2})$. Identity (1) becomes

$$\boxed{\,S_-=\tfrac12\langle\psi|A^2|\psi\rangle+O(c^{-2})\,}\tag{2}$$

This result holds for one electron in a fixed potential. It is a statement about the leading order in $1/c$; at finite $c$ the two sides may differ, as (1) shows.

The proof also explains why remote negative-energy states do no harm. Those with $T_n$ comparable to $c^2$ have denominators far from $2c^2$, but the bounded sum of $T_n|\langle n|\chi\rangle|^2$ limits their total weight to $O(c^{-2})$.

### (f) Where the energy resides in the wave function

*Find the leading negative-energy part of the first-order wave function and interpret it.*

**Solution.** First-order perturbation theory gives

$$P_-\psi^{(1)}=\sum_{n\in-}|n\rangle\frac{c\,\langle n|\chi\rangle}{E-E_n}\approx\frac{1}{2c}\chi\approx\frac1{2c}\begin{pmatrix}0\\ \boldsymbol\sigma\cdot\mathbf A\,\psi_L\end{pmatrix}.$$

The first approximation uses the two replacements justified in (e), and the second drops the upper part, which is smaller by $1/c$. Without the field, the small component is $\boldsymbol\sigma\cdot\mathbf p\,\psi_L/(2c)$ at leading order. Adding the new part turns it into $\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)\,\psi_L/(2c)$, as required by (a).

The negative-energy states thus adjust the small component to the kinetic momentum in the field. No real positron is involved. The states enter because the eigenstates of $h_0$ are a complete set only when both signs of the energy are present.

There is a consequence for calculations in a finite basis. The small-component functions must be able to represent $\boldsymbol\sigma\cdot\mathbf A\,\psi_L$. A basis built to represent only $\boldsymbol\sigma\cdot\mathbf p\,\psi_L$ can miss part of this response, and with it part of the diamagnetic energy.

## Second half: corrections, gauge and the hydrogen atom

The symbols carried over are these. The unperturbed state $\psi$ has energy $c^2+\varepsilon$, and $W=c\,\boldsymbol\alpha\cdot\mathbf A$ is the perturbation. Its second-order energy is $S_++S_-$, split by the sign of the intermediate energies. With $\chi=\boldsymbol\alpha\cdot\mathbf A\,\psi$, one has $\|\chi\|^2=\langle A^2\rangle$. The projector on positive energies is $P_+$, and the negative-energy denominators are $2c^2+\Delta_n$, with $\Delta_n=\varepsilon+T_n$ and $T_n=-(E_n+c^2)$. The results used are identity (1) and its limit (2), $S_-=\frac12\langle A^2\rangle+O(c^{-2})$.

### (g) The leading correction

*Evaluate the two error terms of (1) at order $c^{-2}$ in terms of the nonrelativistic state $\varphi$, the limit of $\psi_L$.*

For one electron in a fixed potential, and under the regularity conditions of (e), the negative-energy part of the second-order energy has been shown to equal $\tfrac12\langle A^2\rangle$ up to errors of order $c^{-2}$. It remains to evaluate those errors as (g) asks, to test the gauge balance with the positive-energy part, and to apply the results to hydrogen-like ions.
